# The stochastic reconfiguration equation from projection and from penalized descent

When a trial function with several parameters is optimized by variational Monte Carlo, each round of sampling yields averages that must be turned into new parameters. One may move straight down the energy gradient, or first solve a linear system built from the covariances of the logarithmic derivatives. One must also choose a step size. Both decisions depend on the meaning of the equation

$$\sum_k S_{jk}\,dp_k=-\tau f_j ,\tag{1}$$

which is derived below in two ways.

## Conventions

Let $\psi_p(x)$ be a real function, smooth in real parameters $p_1,\dots,p_M$, where $x$ stands for all particle coordinates. The Hamiltonian $H$ is real, Hermitian and independent of $p$. Define

$$O_k=\frac{\partial\ln\psi}{\partial p_k},\qquad E_L=\frac{H\psi}{\psi},\qquad \langle A\rangle=\frac{\int\psi^2A\,dx}{\int\psi^2dx}.$$

Thus $\partial_k\psi=O_k\psi$, and the energy is $E=\langle E_L\rangle$. The two covariances in (1) are

$$S_{jk}=\langle O_jO_k\rangle-\langle O_j\rangle\langle O_k\rangle,\qquad f_j=\langle O_jE_L\rangle-\langle O_j\rangle E .$$

All these averages are assumed finite and $S$ invertible. For any vector $v$, $v^TSv$ is the variance of $\sum_kv_kO_k$, so $S$ is then positive definite. Hartree atomic units are used.

## First derivation: projection of an imaginary-time step

For small $\tau$, the operator $1-\tau H$ is the first-order form of $e^{-\tau H}$, which damps high-energy components relative to low ones. The function $(1-\tau H)\psi$ generally lies outside the trial family, so we project it onto the span of $\psi$ and its derivatives $O_k\psi$. The function $\psi$ belongs in this space because a change of norm has no physical effect and must be left free.

Write the projection as $a_0\psi+\sum_kc_kO_k\psi$. Since $H\psi=E_L\psi$, the residual is

$$r=\Big(1-\tau E_L-a_0-\sum_kc_kO_k\Big)\psi .$$

An orthogonal projection leaves a residual orthogonal to every basis function. Orthogonality to $\psi$, divided by $\int\psi^2dx$, gives

$$a_0=1-\tau E-\sum_kc_k\langle O_k\rangle .\tag{2}$$

Orthogonality to $O_j\psi$ gives

$$\langle O_j\rangle-\tau\langle O_jE_L\rangle-a_0\langle O_j\rangle-\sum_k\langle O_jO_k\rangle c_k=0 .$$

By (2), $(1-a_0)\langle O_j\rangle=\tau E\langle O_j\rangle+\sum_kc_k\langle O_k\rangle\langle O_j\rangle$. Substitution produces

$$-\tau\big(\langle O_jE_L\rangle-E\langle O_j\rangle\big)-\sum_k\big(\langle O_jO_k\rangle-\langle O_j\rangle\langle O_k\rangle\big)c_k=0,$$

that is, $Sc=-\tau f$. Eliminating the coefficient of $\psi$ is what turns plain averages into covariances. Had $\psi$ been left out of the basis, the equations at $\tau=0$ would read $\sum_k\langle O_jO_k\rangle c_k=\langle O_j\rangle$. Their solution is nonzero whenever some $\langle O_j\rangle\ne0$, so the parameters would move even with no time step.

### From coefficients to parameters

The equation for $c$ holds at any $\tau$, but its reading as a parameter change is a first-order statement. The trial family obeys

$$\psi_{p+dp}=\psi+\sum_kdp_kO_k\psi+O(dp^2),$$

whereas the projected function is $a_0[\psi+\sum_k(c_k/a_0)O_k\psi]$. Because $c=O(\tau)$ and $a_0=1+O(\tau)$, we have $c/a_0=c+O(\tau^2)$. The curvature of the family also enters at second order. The residual is $O(\tau)$, and the tangent functions at the new parameters differ from the old ones by $O(\tau)$, so the conditions for the best fit within the family change by $O(\tau^2)$. Hence $dp=c+O(\tau^2)$, and (1) is the first-order step.

### What the projection discards

Inserting (2) into $r$ gives

$$r=-\Big[\tau(E_L-E)+\sum_kc_k(O_k-\langle O_k\rangle)\Big]\psi .$$

Its squared norm relative to that of $\psi$ is $\tau^2\operatorname{var}E_L+2\tau c^Tf+c^TSc$. Since $c^TSc=-\tau c^Tf$, this becomes

$$\frac{\int r^2dx}{\int\psi^2dx}=\tau^2\big(\operatorname{var}E_L-f^TS^{-1}f\big).\tag{3}$$

The projection is therefore a least-squares regression of $-\tau E_L$ on the $O_k$ and a constant. The ratio $R^2=f^TS^{-1}f/\operatorname{var}E_L$ measures how much of the local-energy variance the tangent space can represent.

## Second derivation: descent with a penalty on distance

The second route starts from the energy and asks for the best small move when changes of the wave function, rather than changes of the parameters, carry a cost.

### The energy gradient

Differentiate $E=\int\psi H\psi\,dx/\int\psi^2dx$. Hermiticity and reality make the two terms from the numerator equal, so

$$\frac{\partial E}{\partial p_j}=\frac{2\int(\partial_j\psi)H\psi\,dx}{\int\psi^2dx}-E\,\frac{2\int(\partial_j\psi)\psi\,dx}{\int\psi^2dx}=2\langle O_jE_L\rangle-2E\langle O_j\rangle=2f_j .\tag{4}$$

### The distance

Write $\psi_{p+dp}=(1+g)\psi$, with $g=\sum_kdp_kO_k+O(dp^2)$. One minus the squared normalized overlap of the old and new functions is

$$D=1-\frac{\langle1+g\rangle^2}{\langle(1+g)^2\rangle}=\frac{\langle g^2\rangle-\langle g\rangle^2}{\langle(1+g)^2\rangle}=dp^TS\,dp+O(dp^3).\tag{5}$$

This distance ignores normalization, which is why $S$ is a covariance.

### The penalty and its scale

Suppose first that the wave function could change freely. Let $\psi$ be normalized and add a small $\delta$ orthogonal to it. To leading order the energy changes by $2\int\delta\,(H-E)\psi\,dx$, and $D=\int\delta^2dx$. Minimizing the energy change plus $D/\tau$ gives $2(H-E)\psi+2\delta/\tau=0$, so

$$\delta=-\tau(H-E)\psi .$$

This $\delta$ is orthogonal to $\psi$, as required, and is the imaginary-time step with the energy measured from $E$. The factor $1/\tau$ thus gives the penalty the time scale of the first derivation.

Now restrict the change to the trial family. By (4) and (5), the function to minimize is

$$Q(dp)=2f^Tdp+\frac1\tau dp^TS\,dp .$$

Its gradient is $2f+(2/\tau)S\,dp$. Setting this to zero gives $S\,dp=-\tau f$, which is (1). The stationary point is a minimum because $S$ is positive definite and $\tau>0$.

### Consequences

Using (1) in the linear energy change gives

$$dE=2f^Tdp=-2\tau f^TS^{-1}f=-\frac2\tau dp^TS\,dp\tag{6}$$

to first order in $\tau$. The energy falls for sufficiently small $\tau$ unless $f=0$. A point with $f=0$ is stationary, but it need not be a minimum. The free change $\delta$ would give $dE=-2\tau\operatorname{var}E_L$, so $R^2$ is also the fraction of the full first-order descent that the trial family achieves.

To first order in $\tau$, the step does not depend on how the family is parametrized; finite updates made in different parameters differ at $O(\tau^2)$, because the map between them is in general nonlinear. Let $dp=J\,dq$ for new parameters $q$, with $J$ invertible. The chain rule gives $S_q=J^TSJ$ and $f_q=J^Tf$, hence

$$J\,dq=-\tau J(J^TSJ)^{-1}J^Tf=-\tau S^{-1}f=dp .$$

Plain steepest descent in $q$ instead moves $p$ along $-JJ^Tf$, which depends on the parametrization.

## An anharmonic oscillator

Consider one electron in one dimension with $V=x^2/2+\lambda x^4$, $\lambda=0.5$, and the trial function $\psi=e^{-ax^2-bx^4}$. Then $O_a=-x^2$ and $O_b=-x^4$. With $u=\ln\psi$ we have $\psi''/\psi=u''+u'^2$, where $u'=-2ax-4bx^3$ and $u''=-2a-12bx^2$. Therefore

$$E_L=a+\big(6b-2a^2+\tfrac12\big)x^2+(\lambda-8ab)x^4-8b^2x^6 .$$

At $a=0.5$, $b=0.05$ this is $E_L=0.5+0.3x^2+0.3x^4-0.02x^6$. Numerical quadrature over $\psi^2$ gives, in atomic units,

$$S=\begin{pmatrix}0.288995&0.598929\\0.598929&1.566318\end{pmatrix},\qquad f=\begin{pmatrix}-0.237311\\-0.559292\end{pmatrix}.$$

The determinant formed from these rounded entries is $0.093942$. For $\tau=0.05$, Cramer's rule gives

$$da=-0.05\,\frac{(1.566318)(-0.237311)-(0.598929)(-0.559292)}{0.093942}=0.01955,$$

$$db=-0.05\,\frac{(0.288995)(-0.559292)-(0.598929)(-0.237311)}{0.093942}=0.01038 .$$

The regression view explains these values. Without the $x^6$ term, $-\tau E_L$ would be a constant plus $0.015\,O_a+0.015\,O_b$, and both steps would be $0.015$. Regressing the $x^6$ term on $x^2$ and $x^4$ supplies the difference.

From $f^TS^{-1}f=-f^Tdp/\tau=0.2089$ and $\operatorname{var}E_L=0.2092$, the captured fraction is $R^2=0.9987$. Equation (6) predicts an energy change of $-2(0.05)(0.2089)=-0.0209$ hartree. The actual change is $-0.0175$ hartree, from $0.7438$ to $0.7263$ hartree. The prediction is about 19% larger in size than the actual fall, so higher orders matter at this $\tau$.

They also appear in the coefficient of $\psi$. With $\langle O_a\rangle=-0.4088$ and $\langle O_b\rangle=-0.4561$, (2) gives $a_0=0.9755$, so $c/a_0$ exceeds $c$ by 2.5%. This figure depends on the energy zero: adding a constant to $H$ leaves $c$ unchanged but shifts $a_0$, and with energies measured from $E$ one finds $a_0=1.0127$. Maximizing the overlap of $\psi_{p+dp}$ with $(1-\tau H)\psi$ numerically gives a step whose distance from $c$ falls by a factor $4.02$ when $\tau$ is halved from $0.004$ to $0.002$, as a second-order difference should.

Steepest descent in $(a,b)$ has direction $db/da=f_b/f_a=2.36$. In the parameters $(\ln a,\,b/a)$ it becomes $2.01$. Equation (1) gives $0.53$ in both.

## Sampling and near-singular $S$

In Monte Carlo work, sample covariances replace $S$ and $f$. With 200,000 independent samples of $\psi^2$, one run gives $da=0.01945$ and $db=0.01043$. For large $N$ the covariance of the estimated step is that of a regression, $S^{-1}\langle\rho^2\,\Delta O\,\Delta O^T\rangle S^{-1}/N$, where $\Delta O_k=O_k-\langle O_k\rangle$ and $\rho=r/\psi$ is the residual. This gives standard errors of $0.00016$ and $0.00009$. The scatter of the steps from 100 blocks of 2000 samples gives only $0.00009$ and $0.00005$. The step is a nonlinear function of the samples, and at 2000 samples its scatter has not yet reached the $N^{-1/2}$ law, so these block errors are too small.

If $E_L$ is a linear combination of the $O_k$ and a constant, the regression has no residual, and any sample with an invertible sample covariance gives the step without statistical error. This occurs here at $b=0$, where

$$da=\tau\big(\tfrac12-2a^2\big),\qquad db=\tau\lambda .$$

For $a=0.6$ and $\tau=0.05$, these are $-0.011$ and $0.025$, and 50 samples reproduce them.

If $v^TSv=0$ for some $v\neq0$, then $\sum_kv_kO_k$ is constant. Moving along $v$ changes only the norm to first order, and (1) does not determine that part of the step. A small but nonzero eigenvalue of $S$ makes the noise in the parameter step large along its eigenvector, roughly as the inverse square root of the eigenvalue. A linear change of parameters alters the eigenvalue but not the noise in the first-order change of the wave function. The risk is that a large parameter step leaves the range in which the first-order treatment holds. Replacing $S$ by $S+\epsilon I$, with $\epsilon>0$, limits this and keeps $f^Tdp<0$ for $f\ne0$, but it gives up independence of the parametrization, since $I$ does not transform as $S$ does.

Moving nodes are a separate danger. Near a node at distance $d$, $\psi\propto d$ and $O_k\propto1/d$. The average of $O_k^2$ is finite, but its sampling variance contains $\int O_k^4\psi^2dx\sim\int d^{-2}\,dd$, which diverges. The usual error estimate then fails.

## How large may the step be?

Near a minimum $p^*$, put $e=p-p^*$ and let $K$ be the Hessian of $E$. By (4), $f=\tfrac12Ke$ to first order, so one step changes the error to

$$e'=\Big(1-\frac\tau2S^{-1}K\Big)e .$$

Let $\omega$ be the eigenvalues of $\tfrac12S^{-1}K$, taken to be positive. Each mode is multiplied by $1-\tau\omega$, and local convergence requires $|1-\tau\omega|<1$, or

$$\tau<\frac{2}{\omega_{\max}} .$$

The $\omega$ have a physical meaning when $\psi_{p^*}$ is an eigenstate. Then $(H-E)\psi=0$, so in $\int\psi_{p^*+e}(H-E)\psi_{p^*+e}\,dx$ every term containing $\psi$ itself vanishes. With $\chi=\sum_ke_k(O_k-\langle O_k\rangle)\psi$, which is orthogonal to $\psi$, the second-order energy change is $\tfrac12e^TKe=\int\chi(H-E)\chi\,dx/\int\psi^2dx$, while $e^TSe=\int\chi^2dx/\int\psi^2dx$. The $\omega$ are the stationary values of $\tfrac12e^TKe/e^TSe$, which is the Rayleigh quotient of $H-E$ for $\chi$. They are therefore variational estimates of excitation energies within the tangent space.

Repeating the step in the example leads to $a=0.7050$, $b=0.0661$ and $E=0.696190$ hartree. Diagonalizing the same model on a grid gives a ground state at $0.696176$ hartree, so the trial energy is high by $1.4\times10^{-5}$ hartree. With $K$ from finite differences of $2f$, $\omega=3.639$ and $8.368$ hartree. The excitation energies to the next two even states are $3.631$ and $8.333$ hartree. The optimized trial function is not an exact eigenstate, so $\tfrac12e^TKe$ also contains the term $\langle[\sum_ke_k(O_k-\langle O_k\rangle)]^2(E_L-E)\rangle$, and these $\omega$ are not the Rayleigh-quotient values, which are $3.634$ and $8.521$ hartree. The reading of $\omega$ as excitation energies is therefore only approximate here. At $\tau=0.05$ the slower mode shrinks by $1-0.05(3.639)=0.818$ per step, which is also the ratio of successive errors at the sixtieth step. The stability limit is $2/8.368=0.239$ hartree$^{-1}$. At 0.9 of this limit the faster mode is multiplied by $1-1.8=-0.8$ per step, and at 1.1 of it by $1-2.2=-1.2$. Over 40 steps its amplitude therefore changes by $0.8^{40}=1.3\times10^{-4}$ and by $1.2^{40}\approx1500$. The change in the total error depends on how much of this mode the starting displacement contains. From a displacement of $10^{-6}$ in $b$ alone, the length of the error vector in $(a,b)$ shrinks to $3\times10^{-4}$ of its initial size in the first case and grows about 3000-fold in the second.

## What each derivation assumes

The projection needs the inner products of $H\psi$ with the basis functions. Its algebra does not use Hermiticity: for a non-Hermitian real operator the same equation for $c$ follows, but $f$ need not be half an energy gradient, and descent is not assured. This route fixes the meaning of $\tau$ as imaginary time and gives the discarded part (3).

The penalized descent needs Hermiticity for (4), and a distance between wave functions that ignores their norm. It shows why the energy falls and why the parametrization drops out. Taken alone, it leaves $\tau$ as an adjustable penalty; comparison with the free variation identifies it as a time step.

Both need $S$ invertible for a unique step, and both are first order in $\tau$ as statements about parameters. Both also require sampled $E_L$ to represent all of $H\psi$. If the gradient of $\psi$ jumps across a surface in configuration space (a point in one dimension), and no delta-function potential cancels the jump, $H\psi$ contains a delta function on that surface. Samples off the surface miss it, and its contribution must be added to $E$ and $f$. A point cusp in three dimensions, such as that of $e^{-Zr}$, is different: it gives the kinetic term a $1/r$ divergence, which is integrable and is included in the sampled $E_L$.

Numerical values quoted here were computed with a short program.
